# Retardation between two hydrogen atoms: asymptotes and crossover

## Question

I have to compute the retardation factor for two ground-state hydrogen atoms: their true dispersion energy divided by the London energy $-C_6/R^6$. The exercise says to show that the $R^{-6}$ and $R^{-7}$ asymptotes cross near 780 bohr, and that the crossover is very broad.

I don't know where the formula joining the two laws comes from, or how to get hydrogen's polarizability at the frequencies it needs, continuum included. I am also unsure what the crossing means. Is the London law good up to that distance? And how do I give "very broad" a number?

## Answer

The crossing is a property of two extrapolated laws. To see what the energy does there, you need the full integral over frequency. I use atomic units in the algebra ($\hbar=e=m=4\pi\varepsilon_0=1$, with $c$ the inverse fine-structure constant) and eV and angstrom for numbers. The nuclei are fixed, the temperature is zero, the atoms do not overlap, they couple to the field through electric dipoles, and electron spin is left out.

### The energy at any distance

Start from the multipolar coupling $-\mathbf d_A\cdot\mathbf D(\mathbf r_A)-\mathbf d_B\cdot\mathbf D(\mathbf r_B)$, where $\mathbf D$ is the transverse displacement field. This form has no instantaneous coupling between the atoms. The Coulomb energy is $2\pi\int|\mathbf P_\parallel|^2$ and the transformation adds $2\pi\int|\mathbf P_\perp|^2$. Together they give $2\pi\int|\mathbf P|^2$, whose cross term $4\pi\int\mathbf P_A\cdot\mathbf P_B$ vanishes without overlap.

A ground-state atom has no permanent dipole, so each atom must act at least twice. The leading $R$-dependent energy is therefore of fourth order, with two photons running between the atoms. Call the vertices $A_1,A_2,B_1,B_2$: photon 1 joins $A_1$ to $B_1$, photon 2 joins $A_2$ to $B_2$, atom $A$ is excited between $A_1$ and $A_2$, and atom $B$ between $B_1$ and $B_2$. Each of the 24 time orderings contributes $-1/(D_1D_2D_3)$ times the matrix elements, where $D_i$ is the excitation energy of the $i$th intermediate state. The subtraction term of fourth-order perturbation theory contains no photon exchange between the atoms and does not depend on $R$.

To add the orderings, write $1/D=\int_0^\infty e^{-Ds}ds$, with $s$ the gap between successive vertices. Since $D$ is the sum of the energies of the excitations and photons then present, each of these four "lines" contributes $e^{-E_j|\tau|}$, with $\tau$ the time between its ends. Summing over orderings removes the restriction on the times. The lines form a closed loop, and

$$e^{-E|\tau|}=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\frac{2E}{E^2+\omega^2}e^{i\omega\tau},$$

so integrating over the three relative times makes all four frequencies equal:

$$\sum_{24}\frac1{D_1D_2D_3}=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\prod_{j=1}^4\frac{2E_j}{E_j^2+\omega^2}.$$

The two atomic factors, with their dipole matrix elements, become polarizabilities:

$$\alpha(i\omega)=\sum_n\frac{2E_n|\langle n|z|0\rangle|^2}{E_n^2+\omega^2}=\sum_n\frac{f_n}{E_n^2+\omega^2},$$

where $E_n$ is measured from the ground state and $f_n$ is the oscillator strength.

For a photon, emission and absorption give $(2\pi\omega_k/\mathcal V)\epsilon_i\epsilon_je^{i\mathbf k\cdot\mathbf R}$ in a volume $\mathcal V$, with $\omega_k=ck$. Multiply by $2\omega_k/(\omega_k^2+\omega^2)$, sum over polarizations and modes, and set $q=\omega/c$:

$$G_{ij}=4\pi\int\frac{d^3k}{(2\pi)^3}\frac{k^2\delta_{ij}-k_ik_j}{k^2+q^2}e^{i\mathbf k\cdot\mathbf R}
=(\partial_i\partial_j-\delta_{ij}\nabla^2)Y,\qquad Y=\frac{e^{-qR}}R.$$

For $R\ne0$, $\nabla^2Y=q^2Y$. With $x=qR=\omega R/c$,

$$Y'=-\frac{(1+x)e^{-x}}{R^2},\qquad Y''=\frac{(2+2x+x^2)e^{-x}}{R^3}.$$

The component along $\mathbf R$ and the two equal components across it are

$$G_\parallel=Y''-q^2Y=\frac{2(1+x)e^{-x}}{R^3},\qquad
G_\perp=\frac{Y'}R-q^2Y=-\frac{(1+x+x^2)e^{-x}}{R^3}.$$

The sum over two photon labels counts each process twice, hence a factor $\tfrac12$. The integrand is even in $\omega$, so

$$V=-\frac12\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\alpha^2\,\mathrm{Tr}\,G^2=-\frac1{2\pi}\int_0^\infty d\omega\,\alpha^2(G_\parallel^2+2G_\perp^2).$$

The bracket is $e^{-2x}/R^6$ times

$$4(1+x)^2+2(1+x+x^2)^2=2P(x),\qquad P=x^4+2x^3+5x^2+6x+3.$$

This gives the Casimir–Polder energy

$$V(R)=-\frac1{\pi R^6}\int_0^\infty d\omega\,\alpha(i\omega)^2e^{-2x}P(x),\qquad x=\frac{\omega R}c .$$

The factor $e^{-2x}$ contains the light travel time for the round trip, $2R/c$.

### Hydrogen's polarizability, continuum included

The dipole connects $1s$ to $p$ states. Measured from the $1s$ energy, the radial $p$ Hamiltonian is

$$h=-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12 .$$

Use the functions $S_k\propto r^2e^{-r}L^{(3)}_{k-2}(2r)$, $k=2,3,\dots$. These are $p$ functions of level $k$ for nuclear charge $k$, so they all have energy $-\tfrac12$ and the same exponent:

$$\left(-\tfrac12\frac{d^2}{dr^2}+\frac1{r^2}+\frac12\right)S_k=\frac kr S_k,\qquad hS_k=\frac{k-1}rS_k .$$

Comparing this equation for two values of $k$ shows that the functions are orthogonal with weight $1/r$. Normalize them with that weight. The matrix of $h$ is then diagonal, $A_{kk}=k-1$.

The overlap $O_{kk'}=\int S_kS_{k'}dr$ is the matrix of $r$ in this weighted product. The Laguerre recurrence, with $n=k-2$ and $y=2r$,

$$yL_n^{(3)}=(2n+4)L_n^{(3)}-(n+1)L_{n+1}^{(3)}-(n+3)L_{n-1}^{(3)},$$

and the norm $\int_0^\infty y^3e^{-y}(L_n^{(3)})^2dy=(n+3)!/n!$ give

$$O_{kk}=k,\qquad O_{k,k+1}=-\tfrac12\sqrt{(k-1)(k+2)} .$$

The source is $r$ times the $1s$ radial function, $2r^2e^{-r}$. Since $\int_0^\infty r^3e^{-2r}dr=3/8$, it equals $\sqrt{3/2}\,S_2$. Its overlaps with the basis are $b=\sqrt{3/2}\,(2,-1,0,\dots)$.

Solve $Ac_n=E_nOc_n$ with $c_n^TOc_n=1$. The angular integral contributes $1/3$ to the squared dipole, so

$$\alpha(i\omega)=\frac23\sum_n\frac{E_n(b\cdot c_n)^2}{E_n^2+\omega^2}.$$

A finite basis replaces the high bound levels and the continuum by a few discrete pseudostates. At zero frequency, $\sum_nc_nc_n^T/E_n=A^{-1}$, and by hand

$$\alpha(0)=\tfrac23\,b^TA^{-1}b=\tfrac23\cdot\tfrac32\left(4+\tfrac12\right)=\tfrac92 .$$

Two functions already show how this works. With

$$A=\begin{pmatrix}1&0\\0&2\end{pmatrix},\qquad O=\begin{pmatrix}2&-1\\-1&3\end{pmatrix},$$

the condition $\det(A-EO)=5E^2-7E+2=0$ gives $E=2/5$ and $E=1$. The normalized vectors are $(2,-1)/\sqrt{15}$ and $(1,1)/\sqrt3$, so $(b\cdot c)^2=5/2$ and $1/2$, and

$$\alpha(i\omega)\approx\frac{25/6}{1+(5\omega/2)^2}+\frac{1/3}{1+\omega^2}.$$

### The near law

When $R$ is small compared with $c/\omega$ at all frequencies where $\alpha$ matters, $e^{-2x}P\to3$ and

$$C_6=\frac3\pi\int_0^\infty\alpha(i\omega)^2d\omega .$$

Write each term of $\alpha$ as $a_n/(1+\omega^2/E_n^2)$. Since $\int_0^\infty d\omega/[(E^2+\omega^2)(E'^2+\omega^2)]=\pi/[2EE'(E+E')]$,

$$C_6=\frac32\sum_{nm}a_na_m\frac{E_nE_m}{E_n+E_m}.$$

The two-function model gives

$$C_6\approx\frac32\left(\frac{125}{36}+\frac{50}{63}+\frac1{18}\right)=\frac{363}{56},$$

or 3.873 eV Å⁶. Numerical diagonalization gives 3.8830 with three functions, and 3.8833 with both five and fifty. I use fifty below. The converged value is $C_6=3.8833$ eV Å⁶, or 6.4990 hartree bohr⁶.

The retardation factor is now

$$f(R)=\frac{V(R)}{-C_6/R^6}=\frac{\int_0^\infty\alpha^2e^{-2x}P\,d\omega}{3\int_0^\infty\alpha^2d\omega}.$$

For small $x$, the linear terms of $e^{-2x}P$ cancel ($6-6$) and the quadratic coefficient is $5-12+6=-1$. Hence

$$f\approx1-\left(\frac R{L_n}\right)^2,\qquad L_n^2=3c^2\frac{\int\alpha^2d\omega}{\int\omega^2\alpha^2d\omega},$$

with $L_n=271.7$ Å.

### The far law

At large $R$, change variable to $x$, so that $d\omega=(c/R)dx$:

$$V=-\frac c{\pi R^7}\int_0^\infty\alpha(icx/R)^2e^{-2x}P(x)\,dx .$$

The exponential keeps $x$ of order one, so $\alpha$ tends to $\alpha(0)$. From $\int_0^\infty x^ne^{-2x}dx=n!/2^{n+1}$,

$$\int_0^\infty e^{-2x}P\,dx=\tfrac34+\tfrac34+\tfrac54+\tfrac32+\tfrac32=\tfrac{23}4,$$

and therefore

$$V\to V_{\rm far}=-\frac{K_7}{R^7},\qquad K_7=\frac{23\,c\,\alpha(0)^2}{4\pi}.$$

For the first correction, expand $\alpha(i\omega)\approx\alpha(0)-S\omega^2$ with $S=\sum f_n/E_n^4$. In the Sturmian basis $S=\tfrac23b^TA^{-1}OA^{-1}OA^{-1}b$. Here $A^{-1}b=\sqrt{3/2}\,(2,-\tfrac12,0,\dots)$, and applying $O$ gives $\sqrt{3/2}\,(\tfrac92,-\tfrac72,\tfrac{\sqrt{10}}4,0,\dots)$. Thus

$$S=\frac{81}4+\frac{49}{8}+\frac5{24}=\frac{319}{12}.$$

The integral needed is

$$\int_0^\infty x^2e^{-2x}P\,dx=\tfrac{45}8+\tfrac{15}4+\tfrac{15}4+\tfrac94+\tfrac34=\tfrac{129}8 .$$

Its ratio to $23/4$ is $129/46$, and squaring $\alpha$ supplies a factor 2:

$$\frac V{V_{\rm far}}\approx1-\left(\frac{L_f}R\right)^2,\qquad L_f^2=\frac{129}{23}\frac{S}{\alpha(0)}c^2,$$

with $L_f=417.4$ Å.

### Where the asymptotes cross

Setting $C_6/R^6=K_7/R^7$ gives $R_x=K_7/C_6$. With $\hbar c=1973.27$ eV Å and $\alpha(0)=0.666831$ Å³,

$$K_7=\frac{23\times1973.27\times0.666831^2}{4\pi}=1605.97\ \text{eV Å}^7,$$

$$R_x=\frac{1605.97}{3.88334}=413.6\ \text{Å}=781.5\ \text{bohr}.$$

This is the crossing you were asked to find. The digits hold for fixed nuclei; with the finite proton mass (reduced-mass scaling) $C_6$ becomes 6.517 hartree bohr⁶ and $R_x$ becomes 781.9 bohr. The energy itself lies on neither asymptote there. To see why, differentiate the kernel:

$$\frac d{dx}\left(e^{-2x}P\right)=e^{-2x}(P'-2P)=-2x(x^3+2x+1)e^{-2x}<0 .$$

The kernel starts at 3 and falls, so $f<1$ and $f$ decreases with $R$. In the far form, $\alpha(icx/R)$ is below $\alpha(0)$ and rises with $R$, so $V/V_{\rm far}=fR/R_x$ is below one and increases. Together,

$$f(R)<\min(1,R_x/R).$$

The electric-dipole attraction $V$ is weaker than both asymptotes at every distance. The local exponent $p=-d\ln|V|/d\ln R$ also lies between 6 and 7, because $f$ falls while $fR$ rises. Differentiating under the integral gives

$$p=6+\frac{\int_0^\infty\alpha^2\,2x^2(x^3+2x+1)e^{-2x}d\omega}{\int_0^\infty\alpha^2e^{-2x}P\,d\omega}.$$

### Numbers, and how broad the crossover is

I evaluated the integrals by 300-point Gauss–Legendre quadrature in $t$, with $\omega=st/(1-t)$ and $s=1/(2+R/c)$, so that the points follow the relevant frequencies as $R$ grows.

| $R$ (Å) | $V$ (eV) | $f$ | $\min(1,R_x/R)$ | $p$ |
|---:|---:|---:|---:|---:|
| 20 | $-6.04\times10^{-8}$ | 0.996 | 1.000 | 6.01 |
| 100 | $-3.62\times10^{-12}$ | 0.933 | 1.000 | 6.11 |
| 200 | $-5.04\times10^{-14}$ | 0.830 | 1.000 | 6.25 |
| 500 | $-1.44\times10^{-16}$ | 0.579 | 0.827 | 6.55 |
| 1000 | $-1.41\times10^{-18}$ | 0.362 | 0.414 | 6.79 |
| 2000 | $-1.21\times10^{-20}$ | 0.199 | 0.207 | 6.93 |
| 5000 | $-2.04\times10^{-23}$ | 0.0821 | 0.0827 | 6.99 |

At $R_x$ each asymptote gives $-7.76\times10^{-16}$ eV, while the full energy is $-4.96\times10^{-16}$ eV. So $f=0.639$: the London law is not good up to the crossing. The local exponent there is 6.48, about midway between the two laws.

For the width, I solved for two pairs of distances by bracketed root finding.

- The energy is 10% below the near law in magnitude at 132.5 Å, and 10% below the far law at 1151 Å. These distances differ by a factor of 8.7.
- The exponent is 6.1 at 96.0 Å and 6.9 at 1663 Å, a factor of 17.3.

"Very broad" therefore means nearly a decade in distance by the first measure and more than a decade by the second. It is best to state which measure you use.

The quadratic corrections show that both limits are approached as powers of $R$, but they are too crude to set the width. They would put the 10% points at $L_n/\sqrt{10}\approx86$ Å and $\sqrt{10}\,L_f\approx1320$ Å, a factor of about 15 instead of 8.7. Use the full integral between the limits.

### What the result leaves out

At short distance, higher multipoles and then overlap must be added. The first of them, the dipole–quadrupole term $-C_8/R^8$ with $C_8=124.4$ hartree bohr⁸, adds 1.3% to the London attraction at 20 Å, more than the 0.45% that retardation removes there. The two effects are equal near 27 Å, and at 100 Å the $C_8$ term is down to 0.05%, so it changes the crossover only slightly. Added without retardation, it moves the 10% point from 132.5 to 132.8 Å and the $p=6.1$ point from 96.0 to 95.2 Å, leaving the first width ratio at 8.7 and raising the second from 17.3 to 17.5. At nonzero temperature, the zero-temperature formula needs $k_BT\ll\hbar c/R$; at 5000 Å the right-hand side is about 0.4 eV.

The omission of spin matters more for hydrogen. Two electron moments of one Bohr magneton have a magnetic interaction of scale $1/(4c^2R^3)$, which is $7.6\times10^{-13}$ eV at $R_x$, about 1500 times $|V|$. Its sign and size depend on the spin directions, and its first-order average is zero for independent, unpolarized spins. The curve above is thus the spin-independent electric-dipole part of the interaction, not the total force between two atoms with chosen spin states.
